# Choosing the scaling angle for resonant acceptor levels in strained valence bands

## Definitions and conventions

The setting discussed here is the angle $\theta$ of complex coordinate scaling. It is used to obtain the energy and width of an acceptor level that lies inside a band continuum. Two companion settings, the radial basis and the largest angular momentum, decide whether the answer can be trusted.

Energies are hole energies, which increase into the valence band. The "lower" subband is therefore the upper valence edge in electron energy. Lengths are in $a^*=\varepsilon\gamma_1a_0$ and energies in $R^*=\mathrm{Ry}/(\gamma_1\varepsilon^2)$, where $\varepsilon$ is the static dielectric constant. With $g_2=\gamma_2/\gamma_1$ and $g_3=\gamma_3/\gamma_1$, the four-band Hamiltonian for stress along [001] is

$$H=T-\frac{2}{r}+D,\qquad T=\sum_{ij}k_ik_jC_{ij},\qquad D=\frac{\Delta}{2}\left(J_z^2-\frac54\right),$$

$$C_{ii}=1+\tfrac52g_2-2g_2J_i^2,\qquad C_{ij}=-g_3(J_iJ_j+J_jJ_i)\quad(i\ne j).$$

Here $J$ is spin 3/2 and $k_i=-i\partial_i$. Since $J_z^2-5/4$ is $+1$ for $J_z=\pm3/2$ and $-1$ for $J_z=\pm1/2$, the edges lie at $\pm\Delta/2$. Compression gives $\Delta>0$, so the $\pm1/2$ subband is the lower one. The level of interest belongs mainly to the $\pm3/2$ subband and lies between the two edges. A hole in it can escape into the lower subband.

The model has a static Coulomb potential and no split-off band, core potential or phonons.

## The strained bands

In the order $J_z=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, inserting the spin matrices gives

$$T+D=k^2+\begin{pmatrix}Q&S&R&0\\S^*&-Q&0&R\\R^*&0&-Q&-S\\0&R^*&-S^*&Q\end{pmatrix},$$

$$Q=\frac{\Delta}{2}+g_2(k_\perp^2-2k_z^2),\qquad S=-2\sqrt3\,g_3k_z(k_x-ik_y),$$

$$R=-\sqrt3\,[g_2(k_x^2-k_y^2)-2ig_3k_xk_y].$$

In the square of the matrix the off-diagonal terms cancel in pairs, for example $QS-SQ=0$ and $SR-RS=0$. Each diagonal element is $Q^2+|S|^2+|R|^2$. Hence

$$E_\pm(\mathbf k)=k^2\pm\sqrt{Q^2+|S|^2+|R|^2}.$$

The terms $S$ and $R$ couple the subbands and open the escape route. Without them, the 1s level of the upper edge is an ordinary bound state, although its energy lies in the other subband's continuum.

The kinetic energy must be positive. At $\Delta=0$, write $p=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$. Since $(k_\perp^2-2k_z^2)^2+3(k_x^2-k_y^2)^2=4(k^4-3p)$, the quantity under the root is

$$4g_2^2(k^4-3p)+12g_3^2p=4g_2^2k^4+12(g_3^2-g_2^2)p.$$

For $g_3>g_2$ it is largest at $p=k^4/3$, where it equals $4g_3^2k^4$. Thus

$$T\ge(1-2g_3)k^2,$$

which is positive when $\gamma_1>2\gamma_3$.

## What the angle does

Scaling replaces $\psi(\mathbf r)$ by $e^{3i\theta/2}\psi(e^{i\theta}\mathbf r)$. Each derivative acquires $e^{-i\theta}$ and $1/r$ acquires $e^{-i\theta}$, while strain contains no coordinate:

$$H(\theta)=e^{-2i\theta}T-\frac{2e^{-i\theta}}{r}+D.$$

Let the level have complex energy $E_R-i\Gamma/2$ and height $h=E_R+\Delta/2$ above the lower edge. In a direction where the lower band is parabolic, the outgoing wave number satisfies $k^2\propto h-i\Gamma/2$. Therefore $k=|k|e^{-i\beta}$ with $2\beta=\arctan(\Gamma/2h)$. On the real axis the wave grows as $e^{|k|r\sin\beta}$ and cannot be normalized. After scaling its modulus is

$$\left|e^{ikre^{i\theta}}\right|=e^{-|k|r\sin(\theta-\beta)}.$$

For $\theta>\beta$ the wave decays, and the resonance becomes an ordinary eigenvector. Its eigenvalue does not depend on $\theta$, because scaling changes the representation of the solution and not its energy. The imaginary part gives the decay: $|e^{-i(E_R-i\Gamma/2)t/\hbar}|^2=e^{-\Gamma t/\hbar}$.

A true bound state stays at its real energy, as long as its scaled wave function still decays.

## The continuum becomes a fan

For a single parabolic band the scaled continuum is a straight ray, turned by $-2\theta$ about the band edge. The strained four-band continuum is different, because $T$ and $D$ do not commute. It consists of the eigenvalues of $e^{-2i\theta}T(\mathbf k)+D$ for all real $\mathbf k$. Since $T$ is quadratic, these are $E_\pm(e^{-i\theta}\mathbf k)$, and each direction of $\mathbf k$ traces its own curves.

For a normalized eigenvector $u$ of this matrix with eigenvalue $z$,

$$\operatorname{Im}z=-\sin2\theta\,\langle u|T|u\rangle\le0,$$

because $T$ and $D$ are Hermitian. The fan therefore lies in the lower half plane. For small angles, expansion of the lower branch gives

$$E_-(e^{-i\theta}\mathbf k)\simeq E_-(\mathbf k)-i\theta\,\mathbf k\cdot\nabla_{\mathbf k}E_-.$$

To leading order the resonance is exposed when the fan has passed below it in every direction on the surface $E_-(\mathbf k)=E_R$:

$$\theta>\frac{\Gamma}{2\,\mathbf k\cdot\nabla_{\mathbf k}E_-}.$$

The denominator is positive: since $T$ is quadratic in $\mathbf k$, $\mathbf k\cdot\nabla_{\mathbf k}E_-=2\langle u|T|u\rangle$, where $u$ is now the normalized lower-band eigenvector at real $\mathbf k$, and $T$ is positive. The direction with the smallest $\mathbf k\cdot\nabla_{\mathbf k}E_-$ sets the lower limit. Along $k_z$, where $S=R=0$, the band is parabolic and $\mathbf k\cdot\nabla_{\mathbf k}E_-=2h$, which reproduces $\theta>\Gamma/4h\simeq\beta$.

As an upper limit, $\theta<\pi/4$ keeps the real part of the scaled kinetic energy positive. In practice a finite basis raises the lower limit, because it represents a slowly decaying outgoing wave poorly.

## How the radial basis limits the angle

Take radial functions proportional to $e^{-\lambda r/2}L_n^{(2)}(\lambda r)$ for $l=0$. Their ability to represent an exponential $e^{-sr}$ follows from the generating function

$$\sum_nt^nL_n^{(2)}(x)=(1-t)^{-3}e^{-tx/(1-t)}.$$

Multiply by $x^2e^{-px}$, with $p=s/\lambda+1/2$, and integrate:

$$\sum_nt^n\int_0^\infty x^2e^{-px}L_n^{(2)}(x)\,dx=\frac{2}{[p-(p-1)t]^3}.$$

The coefficient of $t^n$ is proportional to $(n+1)(n+2)(p-1)^n/p^{n+3}$. Apart from powers of $n$, the expansion coefficients fall as $\rho^n$, with

$$\rho=\left|\frac{p-1}{p}\right|=\left|\frac{s-\lambda/2}{s+\lambda/2}\right|.$$

For an outgoing wave with small $\beta$, $s=-ike^{i\theta}=k\sin\theta-ik\cos\theta$, so

$$\rho_{\rm out}^2=\frac{k^2+\lambda^2/4-\lambda k\sin\theta}{k^2+\lambda^2/4+\lambda k\sin\theta}.$$

This is smallest when $\lambda k/(k^2+\lambda^2/4)$ is largest, that is, at $\lambda=2k$. There

$$\rho_{\rm out}^2=\frac{1-\sin\theta}{1+\sin\theta}.$$

For a bound part $e^{-\kappa r}$ one has $s=\kappa e^{i\theta}$. The same steps replace $\sin\theta$ by $\cos\theta$, and at $\lambda=2\kappa$ they give $\rho_{\rm bound}=\tan(\theta/2)$. A larger angle thus helps the outgoing wave and harms the bound part. These rates are estimates, since they ignore the Coulomb powers of $r$ and the coupling of channels.

The energy converges faster than the wave function. With $Y_{lm}$ and $J_z$ states as basis, the matrices of $T$, $1/r$ and $D$ are real and symmetric: $T$ contains products of two derivatives, and the factors $i$ combine to real numbers. So $H(\theta)$ is complex symmetric, and the left eigenvector is $v^T$, without conjugation. The quotient $v^THv/v^Tv$ changes under $\delta v$ by

$$\frac{2\,\delta v^T(H-E)v}{v^Tv}+O(\delta v^2)=O(\delta v^2).$$

The argument fails if $v^Tv\to0$, where two eigenvectors merge.

## Why a stable angle does not validate the angular basis

The couplings preserve parity, so even $l$ suffices for this level. The warping term can be written

$$R=-\frac{\sqrt3}{2}\left[(g_2+g_3)k_-^2+(g_2-g_3)k_+^2\right],\qquad k_\pm=k_x\pm ik_y.$$

It raises $J_z$ by 2. Its first part lowers the orbital $m$ by 2 and its second part raises it by 2. Hence $F_z=m+J_z$ is conserved modulo 4, and the calculation can be restricted to the class containing $F_z=3/2$.

Truncation at $l_{\max}$ commutes with scaling, because scaling changes $r$ and leaves the angles alone. The truncated problem therefore has its own resonance, whose energy is also independent of $\theta$. An angular plateau tests the radial basis; it cannot reveal the error of $l_{\max}$.

The radial functions for $l>0$ should start as $r$, not as $r^l$. Near the origin $-2/r$ acts on an s-wave constant and produces a term in $1/r$. The kinetic coupling lowers the power of $r$ by two, so terms $rY_{lm}$ must balance it.

## Worked case

The parameters are round values in the regime of p-type germanium: $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, $\varepsilon=16$ and $\Delta=30$ meV. They give $R^*=3.966$ meV, $a^*=11.35$ nm and $\Delta=7.564\,R^*$. The settings are $\theta=0.35$ rad, 20 radial functions and $\lambda=4$.

With subband coupling removed, the upper-edge 1s level lies at $2.678\,R^*$ ($2.6788$ at $l_{\max}=4$, $2.6781$ for $l_{\max}\ge8$) and its imaginary part is zero to numerical accuracy. To find the resonance, one selects the coupled eigenvector with the largest weight on this state, formed without conjugation; the modulus of that weight is 0.85. Enlarging the angular basis gives:

| $l_{\max}$ | $E_R/R^*$ | $-\Gamma/2R^*$ |
|---|---:|---:|
| 4 | 2.9579 | −0.0408 |
| 6 | 2.9539 | −0.0436 |
| 8 | 2.9532 | −0.0429 |
| 10 | 2.9534 | −0.0428 |

For $l_{\max}=10$,

$$h=(2.9534+3.7820)R^*=6.735\,R^*=26.7\ \mathrm{meV},$$

$$\Gamma=2(0.04277)(3.966\ \mathrm{meV})=0.34\ \mathrm{meV},\qquad\frac{\hbar}{\Gamma}=1.9\ \mathrm{ps}.$$

The level is 3.3 meV below the upper edge. Coupling has raised it by $(2.9534-2.6781)R^*=1.1$ meV.

At $l_{\max}=8$, using 0.28 or 0.42 rad instead of 0.35 rad moves the complex energy by at most $3\times10^{-6}R^*$. Going from $l_{\max}=8$ to 10 moves it by about $2\times10^{-4}R^*$. The angular basis, which the plateau cannot test, dominates the numerical error here. At $l_{\max}=4$ the width is about 5% below the $l_{\max}=10$ value.

The basis estimate explains why this angle is comfortable. Along $k_z$ the lower subband has kinetic coefficient $1+2g_2=1.627$, so $k=\sqrt{6.735/1.627}=2.03$ and $2k$ is close to the chosen $\lambda=4$. At 0.35 rad, $\rho_{\rm out}=0.70$ and $\rho_{\rm out}^{20}\approx8\times10^{-4}$. At 0.10 rad, $\rho_{\rm out}=0.90$ and $\rho_{\rm out}^{20}\approx0.13$. The $k_z$ direction is the most favourable one: on the surface $E_-=E_R$ the wave number reaches about 5.0 in the heavy directions, where $\rho_{\rm out}^{20}\approx8\times10^{-3}$ at 0.35 rad and $0.25$ at 0.10 rad. The smaller angle still exposes the level, since the lower limit is $\Gamma/4h=0.003$ along $k_z$ and about 0.007 in the direction of smallest $\mathbf k\cdot\nabla_{\mathbf k}E_-$. Its outgoing wave is represented less well, but the energy error is of second order: at $l_{\max}=6$, going from 0.35 to 0.10 rad moves the complex energy by about $5\times10^{-4}R^*$ and the width by well under 1%, while at 0.05 rad the width is about 8% low.

The fan was sampled for $k^2\le20$. At real part $E_R$ its imaginary parts run from about $-5.7\,R^*$, the value a single ray would give, up to about $-2\,R^*$. (The printed lower end, $-5.76$, comes from a window of $\pm0.15\,R^*$ in the real part.) For $k^2>20$, the bound on $T$ gives

$$\operatorname{Im}z<-\sin(0.70)\left(1-\frac{11.4}{13.4}\right)20\,R^*=-1.9\,R^*.$$

The resonance, at $-0.043\,R^*$, is well clear of both parts.

## Confirming that the width is a decay rate

An unscaled Hermitian calculation provides a separate test. Ten states $\phi_a$ of the uncoupled upper subband are evolved with a Gaussian energy filter $g(H)$ of standard deviation $0.8\,R^*$:

$$A_{ab}(t)=\langle\phi_a|g(H)e^{-iHt/\hbar}|\phi_b\rangle.$$

If ten decaying levels dominate, $A(t)=B\Lambda(t)B^T$, with $\Lambda_{nn}=e^{-i(E_n-i\Gamma_n/2)t/\hbar}$. Choose $x$ so that $B^Tx$ has only component $n$. Then

$$A(t+\tau)x=\mu A(t)x,\qquad\mu=e^{-i(E_n-i\Gamma_n/2)\tau/\hbar}.$$

The times used were 5.5 and $7.0\,\hbar/R^*$, before the estimated return of waves from the basis edge at $12.4\,\hbar/R^*$. For $l_{\max}=4$ this gives a width of $0.0827\,R^*$, against $0.0816\,R^*$ from scaling, a difference of 1.3%. That closeness is partly due to the chosen times: moving the first time between 4 and $7\,\hbar/R^*$ changes the extracted width from about 0.078 to $0.084\,R^*$, so the test confirms the width to about 5%. The energies differ by $0.002\,R^*$.

## Changing the strain

Because $v^T$ is the left eigenvector, differentiating $(H-E)v=0$ and multiplying by $v^T$ gives

$$\frac{dE}{d\Delta}=\frac{v^T(J_z^2-5/4)v}{2v^Tv}.$$

This predicts the next eigenvalue in a strain sweep. With $\theta$, the basis and $l_{\max}=8$ held fixed:

| $\Delta$ (meV) | $h$ (meV) | $\Gamma$ (meV) |
|---:|---:|---:|
| 22 | 18.9 | 0.332 |
| 26 | 22.8 | 0.339 |
| 30 | 26.7 | 0.340 |
| 34 | 30.6 | 0.336 |

The height rises by nearly as much as the splitting does, while the width in the table varies by less than 3%. Convergence of the width up to $l_{\max}=10$ was examined only at 30 meV, so these small differences in width should not be read as a trend.

At $\Delta=8$ meV the lowest level of the same symmetry class is bound, 4.0 meV below the lower edge. Hermitian and scaled calculations both give $-2.0185\,R^*$, and the scaled imaginary part is about $10^{-8}R^*$. This is not the level of the table: followed down in steps of 2 meV with $l_{\max}=6$, the resonance is still 5.6 meV above the lower edge at $\Delta=8$ meV. To join the two, $h$ would have to rise by 22.9 meV while $\Delta$ rises by 14 meV. For a bound state $dh/d\Delta$ is the weight in the $\pm3/2$ states and cannot exceed 1, and in the table too $h$ rises by slightly less than $\Delta$. No level was followed through the edge, so these data do not show where the resonance enters the continuum. Close to the edge $k$ is small and the scaled wave extends over $1/(k\sin\theta)$. A basis suited to a high level may then be too short, and $\Gamma/4h$ need not be small.

## The model beside a real crystal

The band parameters and dielectric constant are typical of germanium, to rough accuracy. With a rough deformation potential of 2.5 eV and $C_{11}-C_{12}=80$ GPa, the 30 meV splitting needs 0.48 GPa, a heavy load for a crystal. The unstrained model binding is 9.4 meV; shallow acceptors in germanium have roughly 10 to 11 meV. Real stress is never perfectly uniform: by the sweep, a 1% spread, or 0.3 meV in $\Delta$, spreads $h$ by about 0.29 meV, nearly the calculated width. A measured line could therefore be noticeably broader than the lifetime implies.

Other omissions have these sizes:

- Strain mixing with a split-off band 290 meV away lowers the lower edge by 1.5 meV. This is 5% of $h$, but four times $\Gamma$. Its effect on $\Gamma$ was not calculated.
- Incomplete screening near the core was represented by an extra attraction proportional to $-e^{-r/s}/r$, with $s=0.08$ nm. To first order it is multiplied by $\psi(0)^2$, not $|\psi(0)|^2$. The result is an energy shift of $+0.008$ meV and a width increase of 0.017 meV, or 5%. The upward shift from an attraction is possible because $\psi(0)^2$ is complex and here has a negative real part. These numbers indicate only the size of the effect: higher orders are not negligible, and the range is shorter than a lattice spacing, where the effective-mass model itself is not reliable.
- At a doping of $10^{15}$ cm$^{-3}$, a charged neighbour at the mean spacing of 100 nm produces 0.09 kV/cm. The corresponding energy across $a^*$ is 0.10 meV, 30% of $\Gamma$. At 0.30 kV/cm this energy equals $\Gamma$. This only compares energies; the change of the width in a field was not calculated.
- At 10 K the thermal energy is 0.86 meV. Phonon broadening and thermal escape are absent from $\Gamma$.

## Guidance for the settings

For a level well inside the continuum, with positive kinetic energy and a Coulomb potential:

1. Estimate $k$ from the height above the lower edge and start with $\lambda\approx2k$. If the bound part, or a direction with a larger $k$, needs a very different $\lambda$, add radial functions.
2. Start near $\theta=0.35$ rad. Check that, at the real energy of the level, the pole lies above every part of the fan, including the slow directions, and not merely above one ray.
3. Vary $\theta$ by about 20% at fixed basis. If the energy moves, enlarge the radial basis before interpreting the width.
4. Then raise $l_{\max}$ until the width itself settles. Stability of $E_R$ alone is a weak criterion, because $\Gamma$ is much smaller.
5. Identify the level at large splitting by its weight on the uncoupled state, and follow it in small strain steps. Near the band edge, repeat the basis and angle choices.

The numerical output gives the values to more digits.

## Numbers as computed

```
gamma1, gamma2, gamma3, eps = 13.4, 4.2, 5.7, 16.0
strain splitting Delta = 30.0 meV = 7.5639 R*
uniaxial stress for this Delta = 0.48 GPa
  from |b| = 2.5 eV, C11-C12 = 80.0 GPa
R* = 3.9662 meV; a* = 11.346 nm
hydrogen-limit ground energy = -1.00000000 R*
unstrained level, Fz=3/2 and 1/2, l<=4: -2.34446774, -2.34446774 R*
unstrained binding energy, l<=8 = 9.393 meV
scaling angle theta = 0.35 rad; radial functions = 20
uncoupled upper-edge 1s energy = 2.67879 R*
uncoupled 1s imaginary part = 6.0e-10 R*
modulus of its c-product weight in the pole = 0.849
pole, l<=4: Re = 2.95789 R*, Im = -0.04078 R*
pole, l<=6: Re = 2.95387 R*, Im = -0.04362 R*
pole, l<=8: Re = 2.95323 R*, Im = -0.04288 R*
pole, l<=10: Re = 2.95340 R*, Im = -0.04277 R*
pole, l<=8, theta=0.28: 2.95323, -0.04288 R*
pole, l<=8, theta=0.42: 2.95323, -0.04288 R*
largest change with theta = 2.8e-06 R*
change with radial basis (28 functions) = 3.7e-07 R*
fan near E_R: Im from -5.764 to -2.055 R*
a single straight ray would give Im = -5.673 R*
decay test times = 5.5 and 7.0 hbar/R*
estimated return time from basis edge = 12.4 hbar/R*
Hermitian decay, l<=4: energy = 2.95958 R*
Hermitian decay, l<=4: width = 0.08265 R*
scaled pole, l<=4, 32 functions: energy = 2.95789 R*
scaled pole, l<=4, 32 functions: width = 0.08155 R*
RESULT energy from mean edge = 11.714 meV
RESULT above lower edge = 26.714 meV
RESULT below upper edge = 3.286 meV
RESULT width = 0.3392 meV
RESULT lifetime hbar/width = 1.940 ps
sweep, l<=8: Delta, energy above lower edge, width (all meV)
  22.0  18.920  0.3315
  26.0  22.808  0.3392
  30.0  26.713  0.3401
  34.0  30.632  0.3364
largest error of the derivative prediction = 6.6e-04 R*
bound level at Delta = 8.0 meV, Hermitian: -2.01851 R*
same level, scaled: -2.01851 R*, Im = 2.2e-08 R*
its depth below the lower edge = 4.006 meV
split-off gap used = 290 meV
split-off mixing moves lower edge by -1.468 meV
core range used = 0.08 nm
core potential: energy shift = 0.008 meV
core potential: width change = 0.0174 meV
doping = 1e+15 cm^-3; mean spacing = 100.0 nm
field of a charged neighbour = 0.090 kV/cm
its energy across a* = 0.102 meV
field with energy across a* equal to width = 0.299 kV/cm
thermal energy at 10 K = 0.862 meV
```
